\section*{DeVoe's coupled-polarizability equations for a helical stack of chromophores}

\section{A spectrum whose weighted area vanishes}

Eight identical chromophores form a right-handed helical stack. Its circular dichroism (CD), the absorption cross-section for left-circular light minus that for right-circular light, reaches $+0.0317$ and $-0.0323$~\AA$^2$. Integrated over all photon energies $E$, CD$/E$ gives about $10^{-18}$~\AA$^2$, while $|\mathrm{CD}|/E$ gives $3.3\times10^{-3}$~\AA$^2$. Without the factor $1/E$ the CD integral does not vanish: it is $-5.4\times10^{-4}$~eV~\AA$^2$. The equations behind the spectrum explain the zero, and also which errors in an implementation it can reveal.

\section{Model and conventions}

The algebra uses atomic units, with $c$ the speed of light and time factor $e^{-i\omega t}$. Chromophore $i$ is a point at $\mathbf r_i$, polarizable only along the real unit vector $\mathbf e_i$, with one transition of frequency $\omega_i$ and transition dipole $\mu_i^{\rm t}$. In a weak field $F(t)$ along $\mathbf e_i$ the excited-state amplitude $a=u+iv$ obeys $i\dot a=\omega_i a-\mu_i^{\rm t}F$. Its imaginary and real parts are
\begin{equation}
\dot u=\omega_i v,\qquad \dot v=-\omega_i u+\mu_i^{\rm t}F .
\end{equation}
The dipole is $p=2\mu_i^{\rm t}u$, so $\ddot p=2\mu_i^{\rm t}\omega_i\dot v=-\omega_i^2p+s_iF$ with $s_i=2\omega_i(\mu_i^{\rm t})^2$. A phenomenological damping force $-\gamma_i\dot p$ then gives
\begin{equation}
\alpha_i(\omega)=\frac{s_i}{\omega_i^2-\omega^2-i\gamma_i\omega}.
\label{alpha}
\end{equation}

A dipole $\mu_j\mathbf e_j$ produces the static field $[3\hat{\mathbf R}(\hat{\mathbf R}\cdot\mathbf e_j)-\mathbf e_j]\mu_j/R^3$ at distance $R$. Its component along $\mathbf e_i$ is $-G_{ij}\mu_j$, where
\begin{equation}
G_{ij}=\frac{\mathbf e_i\cdot\mathbf e_j-3(\mathbf e_i\cdot\hat{\mathbf R})(\mathbf e_j\cdot\hat{\mathbf R})}{R^3},\qquad G_{ii}=0 .
\end{equation}
Each dipole responds to the light field $F_i$ plus the fields of the others, $\mu_i=\alpha_i(F_i-\sum_jG_{ij}\mu_j)$. Dividing by $\alpha_i$ and collecting the dipoles gives
\begin{equation}
\boldsymbol\mu=A\mathbf F,\qquad A=(\alpha^{-1}+G)^{-1}.
\end{equation}
$A$ is complex symmetric, $A^T=A$, and not Hermitian.

The sample is dilute and isotropic, the host has refractive index 1, and the assembly is much smaller than the wavelength. Vibronic structure, extended transition densities, background polarizability and intrinsic magnetic moments are left out.

\section{Both spectra from one solve}

For a wave of unit amplitude, wavevector $\mathbf k$ ($k=\omega/c$) and polarization $\boldsymbol\epsilon$, $F_i=\boldsymbol\epsilon\cdot\mathbf e_i\,e^{i\mathbf k\cdot\mathbf r_i}$. The mean absorbed power is $\frac12{\rm Re}\sum_i(-i\omega\mu_i)F_i^*=\frac{\omega}{2}{\rm Im}\,\mathbf F^\dagger A\mathbf F$, and the intensity is $c/8\pi$. Since $A^\dagger=A^*$, the imaginary part of $\mathbf F^\dagger A\mathbf F$ is $\mathbf F^\dagger({\rm Im}A)\mathbf F$. Hence
\begin{equation}
\sigma(\mathbf k,\boldsymbol\epsilon)=4\pi k\sum_{ij}(\boldsymbol\epsilon^*\!\cdot\mathbf e_i)(\boldsymbol\epsilon\cdot\mathbf e_j)\,e^{-i\mathbf k\cdot(\mathbf r_i-\mathbf r_j)}\,{\rm Im}A_{ij}.
\label{sig}
\end{equation}

Averaging over molecular orientations is equivalent to averaging over light directions. At zeroth order in the phase, isotropy and $\boldsymbol\epsilon^*\cdot\boldsymbol\epsilon=1$ require $\langle\epsilon_a^*\epsilon_b\rangle=\delta_{ab}/3$.

For the first order, take propagation along $z$ and $\boldsymbol\epsilon_\pm=(\hat x\pm i\hat y)/\sqrt2$. The upper sign is left-circular: an observer receiving the light sees the field turn counterclockwise. For any direction,
\begin{equation}
\epsilon_a^*\epsilon_b=\tfrac12(\delta_{ab}-\hat k_a\hat k_b)\pm\tfrac i2\varepsilon_{abd}\hat k_d .
\end{equation}
After multiplication by $\hat k_c$ the first part is odd in $\hat{\mathbf k}$ and averages to zero. With $\langle\hat k_c\hat k_d\rangle=\delta_{cd}/3$ the second leaves $\pm\frac i6\varepsilon_{abc}$. The first-order phase is $-ik\,\hat{\mathbf k}\cdot(\mathbf r_i-\mathbf r_j)$, and $(-i)(\pm i/6)=\pm1/6$. Left minus right doubles this term:
\begin{equation}
\Delta\sigma=\frac{4\pi\omega^2}{3c^2}\sum_{ij}T_{ij}\,{\rm Im}A_{ij},\quad
T_{ij}=(\mathbf e_i\times\mathbf e_j)\cdot(\mathbf r_i-\mathbf r_j).
\label{double}
\end{equation}

Retardation does not enter at this order. The near-field factor expands as $e^{ikR}(1-ikR)/R^3=1/R^3+k^2/2R+\dots$, with no linear term, and the remaining radiative term starts at $k^2/R$.

Cyclic permutation of the triple products gives
\begin{equation}
T_{ij}=(\mathbf r_i\times\mathbf e_i)\cdot\mathbf e_j+(\mathbf r_j\times\mathbf e_j)\cdot\mathbf e_i .
\end{equation}
Because $A_{ij}=A_{ji}$, both terms contribute equally to the sum. Let row $i$ of the $N\times3$ matrix $E$ be $\mathbf e_i$, and solve
\begin{equation}
(\alpha^{-1}+G)X=E,\qquad \mathbf X_i=\sum_jA_{ij}\mathbf e_j .
\label{solve}
\end{equation}
Then
\begin{align}
\sigma&=\frac{4\pi\omega}{3c}\,{\rm Im}\sum_i\mathbf e_i\cdot\mathbf X_i,\label{abs}\\
\Delta\sigma&=\frac{8\pi\omega^2}{3c^2}\,{\rm Im}\sum_i(\mathbf r_i\times\mathbf e_i)\cdot\mathbf X_i.\label{cd}
\end{align}
Shifting the origin by $\mathbf a$ adds $\mathbf a\cdot\sum_{ij}A_{ij}\,\mathbf e_i\times\mathbf e_j$ to the last sum. This is zero, since a symmetric matrix multiplies an antisymmetric product.

\section{Algorithm and cost}

\begin{verbatim}
input: r[i], e[i], w0[i], gamma[i], s[i], frequencies
build G once;  m[i] = cross(r[i], e[i])
W = diag(w0^2) + sqrt(s) G sqrt(s)
stop if the lowest eigenvalue of W is not positive
for each w:
    M = G + diag((w0^2 - w^2 - i*gamma*w)/s)
    solve M X = E            (three right-hand sides)
    sigma = 4 pi w/(3c)      * Im sum(e * X)
    CD    = 8 pi w^2/(3c^2)  * Im sum(m * X)
\end{verbatim}

Building $G$ costs $O(N^2)$. Each frequency costs one $O(N^3)$ factorization, three $O(N^2)$ substitutions and $O(N)$ contractions. The solver must accept a general or complex-symmetric matrix; a Hermitian solver would treat the wrong matrix.

The solve is regular at every $\omega>0$ if all $\gamma_i>0$. Suppose $M\mathbf x=0$. The imaginary part of $\mathbf x^\dagger M\mathbf x$ is $-\sum_i\gamma_i\omega|x_i|^2/s_i$, so $\mathbf x=0$. This argument does not involve the sign of the eigenvalues of $W$. An unstable assembly therefore gives no singular solve, and the eigenvalue check is needed separately.

\section{Normal modes and the sign of the couplet}

Let $S={\rm diag}(s_i)$ and let all dampings equal $\gamma$. Writing $\alpha^{-1}=S^{-1/2}(\omega_i^2-\omega^2-i\gamma\omega)S^{-1/2}$ gives
\begin{equation}
A=S^{1/2}(W-\omega^2-i\gamma\omega)^{-1}S^{1/2}
=\sum_n\frac{\mathbf b_n\mathbf b_n^T}{\Omega_n^2-\omega^2-i\gamma\omega},
\label{modes}
\end{equation}
with $W=\mathrm{diag}(\omega_i^2)+S^{1/2}GS^{1/2}$, $W\mathbf v_n=\Omega_n^2\mathbf v_n$ and $\mathbf b_n=S^{1/2}\mathbf v_n$. This route needs one diagonalization and then $O(N)$ work per frequency. Mode $n$ enters the CD with rotational weight
\begin{equation}
r_n=2\Big(\sum_ib_{ni}\,\mathbf r_i\times\mathbf e_i\Big)\cdot\Big(\sum_jb_{nj}\mathbf e_j\Big).
\end{equation}
Completeness gives $\sum_n\mathbf b_n\mathbf b_n^T=S$, so $\sum_nr_n=2\sum_is_i(\mathbf r_i\times\mathbf e_i)\cdot\mathbf e_i=0$.

For two identical chromophores on the $z$ axis, with rise $d$, twist $\theta$ and dipoles perpendicular to the axis, $\mathbf b_\pm=\sqrt{s/2}\,(1,\pm1)$. The squared mode frequencies are $\omega_0^2\pm sG_{12}$ with $G_{12}=\cos\theta/d^3$. The weights are $r_\pm=\pm sT_{12}=\mp s\,d\sin\theta$, because $\mathbf r_1-\mathbf r_2=-d\hat z$. A right-handed twist below $90^\circ$ thus puts the positive band at lower energy. At $\theta=0$ the weights vanish. At $90^\circ$ the modes coincide and cancel.

\section{The sum rule and a moment that sees the coupling}

The zero also holds for unequal dampings. At a pole of $A$ there is a unit vector $\mathbf y$ with $(W-\omega^2-i\omega\Gamma)\mathbf y=0$, where $\Gamma={\rm diag}(\gamma_i)$. Projecting on $\mathbf y$ gives $\omega^2+ig\omega-w=0$, with $g=\mathbf y^\dagger\Gamma\mathbf y>0$ and $w=\mathbf y^\dagger W\mathbf y$. If $W$ is positive definite, $w>0$ and both roots
\begin{equation}
\omega=\tfrac12\big(-ig\pm\sqrt{4w-g^2}\big)
\end{equation}
lie in the lower half-plane. This includes the overdamped case, where $\sqrt{g^2-4w}<g$.

Close the integral of $\omega A$ over the real axis by a large upper semicircle. No pole is enclosed. On the arc $A\to-S/\omega^2$, so the arc contributes $-i\pi S$ and the real axis, taken between symmetric limits, $+i\pi S$. Since $A(-\omega)=A(\omega)^*$ on the real axis, $\omega\,{\rm Re}A$ is odd and $\omega\,{\rm Im}A$ is even. Therefore
\begin{equation}
\int_0^\infty\omega\,{\rm Im}A_{ij}\,d\omega=\frac{\pi}{2}s_i\delta_{ij}.
\end{equation}
Inserting this in Eqs.~(\ref{double}) and (\ref{abs}), with $T_{ii}=0$, gives
\begin{equation}
\int_0^\infty\frac{\Delta\sigma}{\omega}\,d\omega=0,\qquad
\int_0^\infty\sigma\,d\omega=\frac{2\pi^2}{3c}\sum_is_i .
\label{rules}
\end{equation}
These are identities of the model expressions. The integrals run to frequencies where the long-wavelength expansion no longer describes a real sample.

Neither result contains $G$. The integral of $\omega\,\Delta\sigma$ does, and it too has a closed form. Expanding $A=\alpha-\alpha G\alpha+\dots$ at high frequency gives $A_{ij}\to-s_iG_{ij}s_j/\omega^4$ for $i\ne j$. The same contour argument applied to $\omega^3A_{ij}$ yields
\begin{equation}
\int_0^\infty\omega\,\Delta\sigma\,d\omega=\frac{2\pi^2}{3c^2}\sum_{ij}T_{ij}s_iG_{ij}s_j .
\end{equation}
In the helix, a pair $n$ steps apart has $T=-nd\sin n\theta$ and $G=\cos n\theta/(nd)^3$. There are $N-n$ such pairs, each counted twice, and $2\sin n\theta\cos n\theta=\sin2n\theta$. So
\begin{equation}
\int_0^\infty\omega\,\Delta\sigma\,d\omega=-\frac{2\pi^2s^2}{3c^2d^2}\sum_{n=1}^{N-1}\frac{(N-n)\sin2n\theta}{n^2}.
\label{first}
\end{equation}

The zero belongs to the whole spectrum, not to each band. Take two weakly coupled chromophores with well-separated, narrow transitions. To first order $A_{12}=-\alpha_1G_{12}\alpha_2$. Near $\omega_1$, $\alpha_2\approx s_2/(\omega_2^2-\omega_1^2)$ is nearly real, so band 1 contributes $-\frac{\pi}{2}G_{12}s_1s_2/(\omega_2^2-\omega_1^2)$ to $\int\omega\,{\rm Im}A_{12}\,d\omega$. Exchanging the labels gives the opposite amount for band 2. A measurement covering one band need not be conservative.

\section{The eight-chromophore helix}

The model has rise 5~\AA, twist $30^\circ$, transition energy 3~eV, transition dipole 1~$e$\AA\ and damping 0.2~eV. The nearest-neighbour coupling energy is $V=0.0998$~eV. A dimer then has modes at $\sqrt{9\pm2(3)(0.0998)}$~eV, that is, 2.899 and 3.098~eV.

In the octamer the absorption maximum, 6.73~\AA$^2$, lies at 3.163~eV. An upward shift of the absorption as a whole follows from Eq.~(\ref{modes}): $\sum_n\Omega_n^2\mathbf b_n\mathbf b_n^T=S^{1/2}WS^{1/2}$, so the absorption-weighted mean square frequency is
\begin{equation}
\overline{\Omega^2}=\omega_0^2+\frac{2s}{Nd^3}\sum_{n=1}^{N-1}\frac{(N-n)\cos^2n\theta}{n^3}.
\end{equation}
Every added term is nonnegative. Here $s/d^3=2\omega_0V/\cos\theta=0.691$~eV$^2$ and the sum is 5.48, so $\overline{\Omega^2}=9+0.25(0.691)(5.48)=9.95$~eV$^2$. Its root, 3.15~eV, is close to the maximum.

The three highest modes, at 3.094, 3.155 and 3.192~eV, carry about 96\% of the absorption. Their rotational weights divided by $\sum_is_i$ are $+4.63$, $+2.78$ and $-6.84$~\AA. They lie closer together than the damping, so their CD bands overlap and partly cancel. The negative extremum is at 3.221~eV, above the highest mode, because the positive bands below it decrease with energy there and push the minimum of the sum upward. The positive extremum is at 3.084~eV. The ratios CD/absorption at the two extrema are $+0.0070$ and $-0.0061$.

Molar values follow from $\varepsilon=N_{\rm A}\sigma/(1000\ln10)$ with $\sigma$ in cm$^2$. The absorption maximum becomes $1.76\times10^5$~M$^{-1}$cm$^{-1}$ and the CD extrema $+829$ and $-845$~M$^{-1}$cm$^{-1}$.

For the integrals, $s=2(3)(1)^2=6$~eV~\AA$^2$ in units of $e^2$. The absorption rule gives $(2\pi^2/3)(1/137.04)(8)(6)=2.305$~eV~\AA$^2$, as found by quadrature. In Eq.~(\ref{first}) the sum is 7.06, and
\begin{equation}
-\frac{2\pi^2}{3(137.04)^2}\,\frac{6^2}{5^2}\,(7.06)=-3.56\times10^{-3}\ \text{eV}^2\,\text{\AA}^2,
\end{equation}
again the quadrature value.

The unweighted area can be estimated from the modes. One mode's part of $\Delta\sigma$ falls only as $\gamma/\omega$, so its integral alone diverges logarithmically, but $\sum_nr_n=0$ cancels the divergence in the sum. For narrow lines what remains is $\int_0^\infty\Delta\sigma\,d\omega\approx(2\pi^2/3c^2)\sum_nr_n\Omega_n$. The mode table gives $\sum_nr_n\Omega_n/\sum_is_i\approx-0.48$~eV~\AA, and here one factor $e^2=14.40$~eV~\AA\ remains in the denominator, because $s$ carries one power of $e^2$ and $1/(\hbar c)^2=1/(137.04\,e^2)^2$ carries two inverse powers. The area is then $(2\pi^2/3)(48)(-0.484)/[(137.04)^2(14.40)]\approx-5.7\times10^{-4}$~eV~\AA$^2$, within 5\% of the quadrature value. The weights cancel, but the negative weight sits at higher energy, which accounts for the negative area.

\section{Verification and failure modes}

\paragraph{Quadrature.} Set $\omega=\omega_s\tan(\phi/2)$ and use midpoints in $0<\phi<\pi$, so that the tails are included. For $\Delta\sigma/\omega$ the transformed integrand is even, periodic and analytic, and its Fourier coefficients fall exponentially; so does the midpoint error. For a mode of frequency $\Omega$ and weak damping, the error with $M$ points falls roughly as $\exp[-2M\gamma\omega_s/(\omega_s^2+\Omega^2)]$. With $\omega_s$ close to the transition frequencies, $M$ must therefore be well above $\omega_s/\gamma$; a much smaller or much larger $\omega_s$ requires more points. With 2000 points and $\omega_s=3$~eV, the rules in Eq.~(\ref{rules}) passed tests at a tolerance of $10^{-8}$, measured against the $|\mathrm{CD}|/E$ integral for the zero and against the formula value for the absorption, for the helix and for an irregular set of five unequal chromophores.

\paragraph{Truncated spectra.} Integrating CD$/E$ from 2.6 to 3.6~eV leaves $1.4\times10^{-2}$ of the full $|\mathrm{CD}|/E$ integral. From 2 to 4~eV it leaves $6.4\times10^{-3}$. Since the total is zero, the omitted tails have a net negative sum.

\paragraph{Non-causal width.} Replacing $\gamma_i\omega$ by $\gamma_i\omega_i$ in Eq.~(\ref{alpha}) destroys $A(-\omega)=A(\omega)^*$. The same ratio over the full range becomes $-2.0\times10^{-3}$. The correct line shape already leaves residues of larger magnitude in both windows above, so a test for zero can expose this fault only when the tails are included.

\paragraph{Instability.} If an eigenvalue of $W$ is $-\kappa^2<0$, a pole enters the upper half-plane. For equal damping that mode contributes to the sum rule
\begin{equation}
\int_0^\infty\!\frac{\gamma\omega^2\,d\omega}{(\kappa^2+\omega^2)^2+\gamma^2\omega^2}<\int_0^\infty\!\frac{\gamma\omega^2\,d\omega}{(\kappa^2+\omega^2)^2}=\frac{\pi\gamma}{4\kappa}
\end{equation}
instead of $\pi/2$. In a dimer with $s|G_{12}|=1.5\,\omega_0^2$, $\kappa=2.12$~eV and the bound is 0.074. The two modes no longer balance, and the ratio is $-0.979$.

\paragraph{Wrong couplings.} Reversing the sign of $G$ left the zero intact in both test assemblies and reversed $\int\omega\Delta\sigma\,d\omega$. The zero needs only $\int_0^\infty\omega\,{\rm Im}A_{ij}\,d\omega\propto\delta_{ij}$ and $T_{ii}=0$. It can therefore reveal the fixed width above, an instability or a poor quadrature, but not every non-causal line shape. A damping term of the wrong sign, $+i\gamma_i\omega$, replaces $A$ by $A^*$, reverses the whole CD spectrum and keeps the zero; that fault shows instead as a negative absorption. It survives a wrong sign or constant factor in Eq.~(\ref{cd}) and wrong positions in $\mathbf r_i\times\mathbf e_i$, and it cannot certify the geometry in $G$. The higher moment responds to $G$, but would share an error in a common routine for $G$. For this reason one element of $G$ was also tested against the Coulomb energy of two finite charge pairs.

\paragraph{Long wavelength.} The spectra were compared with a numerical average over light directions that kept full phases, retarded coupling and radiation reaction. At the photon energy of the strongest CD of the helix, the mean and the left-minus-right difference of the averaged extinction deviated from Eqs.~(\ref{abs}) and (\ref{cd}) by $6.9\times10^{-5}$ and $4.5\times10^{-5}$ of the respective long-wavelength values. Halving $k$ at fixed $\alpha$ reduced the CD deviation by a factor of 4.05, as expected for a correction of order $k^2$. For assemblies comparable to the wavelength, Eqs.~(\ref{abs}) and (\ref{cd}) must be replaced by such an average.

The complete mode table and the sampled spectra are in the numerical output.

\section*{Computed values}
\begin{verbatim}
chromophores 8, rise 5.0 A, twist 30.0 deg
transition energy 3.0 eV, damping 0.2 eV, dipole 1.0 e A
nearest-neighbour coupling energy: 0.0998 eV
dimer mode energies: 2.8985, 3.0982 eV
mode energy (eV), absorption share, rot. weight / sum of s (A)
  2.8179  0.00037  -0.01715
  2.8474  0.00187  +0.08647
  2.8941  0.00434  -0.19673
  2.9544  0.01151  +0.55509
  3.0231  0.02428  -1.00786
  3.0935  0.07860  +4.63460
  3.1547  0.57927  +2.78424
  3.1916  0.29977  -6.83866
sum of rot. weights / sum of magnitudes: -9.3e-18
energy (eV), absorption (A^2), CD left-right (A^2)
  2.6  0.19730  +0.000500
  2.7  0.30847  +0.000965
  2.8  0.53469  +0.002135
  2.9  1.03195  +0.005512
  3.0  2.21853  +0.014149
  3.1  5.16157  +0.029916
  3.2  6.05541  -0.029153
  3.3  2.58401  -0.017651
  3.4  1.15741  -0.006174
  3.5  0.63782  -0.002668
  3.6  0.40360  -0.001378
absorption maximum: 6.7280 A^2 at 3.163 eV
positive CD extremum: +0.031702 A^2 at 3.084 eV, CD/absorption +6.957e-03
negative CD extremum: -0.032321 A^2 at 3.221 eV, CD/absorption -6.128e-03
molar absorption maximum: 1.7596e+05 /(M cm)
molar CD extrema: +829.14, -845.32 /(M cm)
integral of absorption: 2.304703 eV A^2; formula 2.304703
integral of CD/E: 1.3e-18 A^2
integral of |CD|/E: 3.3362e-03 A^2
integral of CD, no weight: -5.4347e-04 eV A^2
integral of E*CD: -3.56133e-03 eV^2 A^2; formula -3.56133e-03
window 2.0-4.0 eV: integral of CD/E divided by full |CD|/E integral +6.41e-03
window 2.6-3.6 eV: integral of CD/E divided by full |CD|/E integral +1.42e-02
same ratio, full range, fixed width: -1.98e-03
same ratio, full range, unstable dimer: -0.979
full light average, helix: relative deviation absorption 6.9e-05, CD 4.5e-05
CD deviation ratio when k is halved: 4.052
\end{verbatim}
